# Fourth- and fifth-order energies from the first two wavefunction corrections

**Setting.** A Hamiltonian depends linearly on a real, dimensionless parameter $\lambda$,

$$H(\lambda)=H_0+\lambda V ,$$

where $H_0$ and $V$ are fixed Hermitian matrices. The vector $\psi_0$ is a normalized, nondegenerate eigenvector of $H_0$ with eigenvalue $E_0$. Near $\lambda=0$ the eigenvalue and eigenvector that grow out of it have the expansions

$$E(\lambda)=\sum_{n\ge0}\lambda^nE_n,\qquad \psi(\lambda)=\sum_{n\ge0}\lambda^n\psi_n .$$

Thus $E_n$ is the $n$-th derivative of $E(\lambda)$ at $\lambda=0$ divided by $n!$. The eigenvector is scaled so that $\langle\psi_0|\psi(\lambda)\rangle=1$ (intermediate normalization). This is possible near $\lambda=0$, where the overlap is close to one, and it implies $\langle\psi_0|\psi_n\rangle=0$ for $n\ge1$. Define

$$D=H_0-E_0,\qquad W=V-E_1,\qquad N=\langle\psi_1|\psi_1\rangle,\qquad S=\langle\psi_1|\psi_2\rangle .$$

Energies are in hartree; the vectors are dimensionless.

## Part (a): the equations order by order

**Question.** Derive the equation for $\psi_n$ and show that $E_n=\langle\psi_0|V|\psi_{n-1}\rangle$ for $n\ge1$. Which vectors do $E_4$ and $E_5$ need in this form?

**Model answer.** The coefficient of $\lambda^n$ in $[H(\lambda)-E(\lambda)]\psi(\lambda)=0$ is

$$H_0\psi_n+V\psi_{n-1}-\sum_{k=0}^{n}E_k\psi_{n-k}=0 .$$

Joining the $k=0$ term to $H_0$ and the $k=1$ term to $V$ gives

$$D\psi_n=-W\psi_{n-1}+\sum_{k=2}^{n}E_k\psi_{n-k}.$$

The first four orders are

$$\begin{aligned}
D\psi_1&=-W\psi_0, &(1)\\
D\psi_2&=-W\psi_1+E_2\psi_0, &(2)\\
D\psi_3&=-W\psi_2+E_2\psi_1+E_3\psi_0, &(3)\\
D\psi_4&=-W\psi_3+E_2\psi_2+E_3\psi_1+E_4\psi_0. &(4)
\end{aligned}$$

Now project on $\psi_0$. The left side vanishes because $D\psi_0=0$ and $D$ is Hermitian. For $n=1$ this gives $\langle\psi_0|W|\psi_0\rangle=0$, or $E_1=\langle\psi_0|V|\psi_0\rangle$. For $n\ge2$ the sum contributes only its $k=n$ term, so

$$E_n=\langle\psi_0|W|\psi_{n-1}\rangle=\langle\psi_0|V|\psi_{n-1}\rangle ,$$

where the second equality uses $\langle\psi_0|\psi_{n-1}\rangle=0$. In this form $E_4$ needs $\psi_3$, and $E_5$ needs $\psi_4$.

Since $E_0$ is nondegenerate, $D$ is invertible on the space orthogonal to $\psi_0$, and each equation fixes its $\psi_n$ uniquely. With a degenerate $E_0$ this inverse does not exist and the derivation fails as it stands.

## Part (b): third and fourth order

**Question.** Express $E_3$ through $\psi_1$, and $E_4$ through $\psi_1$ and $\psi_2$.

**Model answer.** The adjoint of (1) is $\langle\psi_0|W=-\langle\psi_1|D$. It moves one order of the perturbation from the right-hand vector to the left-hand one. For $E_3$, followed by (2),

$$E_3=\langle\psi_0|W|\psi_2\rangle=-\langle\psi_1|D|\psi_2\rangle
=\langle\psi_1|W|\psi_1\rangle-E_2\langle\psi_1|\psi_0\rangle=\langle\psi_1|W|\psi_1\rangle .$$

For $E_4$ the same move is followed by (3):

$$E_4=\langle\psi_0|W|\psi_3\rangle=-\langle\psi_1|D|\psi_3\rangle
=\langle\psi_1|W|\psi_2\rangle-E_2\langle\psi_1|\psi_1\rangle-E_3\langle\psi_1|\psi_0\rangle .$$

The last overlap is zero, hence

$$\boxed{E_4=\langle\psi_1|W|\psi_2\rangle-E_2N}$$

The first term is real even for complex vectors. Projecting (2) on $\psi_2$ gives $\langle\psi_2|D|\psi_2\rangle=-\langle\psi_2|W|\psi_1\rangle$, whose left side is real, so

$$\langle\psi_1|W|\psi_2\rangle=-\langle\psi_2|D|\psi_2\rangle. \qquad(5)$$

For a ground state $D$ has no negative eigenvalue, so this term is never positive. Also $E_2=\langle\psi_0|W|\psi_1\rangle=-\langle\psi_1|D|\psi_1\rangle\le0$, so $-E_2N$ is never negative. The two parts of $E_4$ compete, and its sign is not fixed in advance.

## Part (c): fifth order

**Question.** Express $E_5$ through $\psi_1$ and $\psi_2$.

**Model answer.** Start as before, now using (4):

$$E_5=\langle\psi_0|W|\psi_4\rangle=-\langle\psi_1|D|\psi_4\rangle
=\langle\psi_1|W|\psi_3\rangle-E_2S-E_3N .$$

The $E_4$ term has dropped out because $\langle\psi_1|\psi_0\rangle=0$. One vector $\psi_3$ remains. The adjoint of (2) reads $\langle\psi_1|W=-\langle\psi_2|D+E_2\langle\psi_0|$, and $\langle\psi_0|\psi_3\rangle=0$, so

$$\langle\psi_1|W|\psi_3\rangle=-\langle\psi_2|D|\psi_3\rangle
=\langle\psi_2|W|\psi_2\rangle-E_2\langle\psi_2|\psi_1\rangle ,$$

where (3) and $\langle\psi_2|\psi_0\rangle=0$ gave the last form. Since $\langle\psi_2|\psi_1\rangle=S^*$, the two overlaps add up to $S+S^*=2\,\mathrm{Re}\,S$:

$$\boxed{E_5=\langle\psi_2|W|\psi_2\rangle-2E_2\,\mathrm{Re}\,S-E_3N}$$

These results rest on a Hamiltonian that is linear in $\lambda$. In a self-consistent Kohn-Sham calculation the effective potential changes with the density, so $H(\lambda)$ has terms in $\lambda^2$ and higher. Equations (2) to (4) then acquire further terms, and the boxed formulas cannot be used unchanged.

## Part (d): a case solvable in closed form

**Question.** Two levels $0$ and $\Delta>0$ are perturbed by real elements $V_{00}=0$, $V_{01}=V_{10}=v$, $V_{11}=w$. Check both formulas for the lower level, and find where the series stops converging.

**Model answer.** Here $E_1=0$ and $W=V$. The component of each vector on the upper level follows from (1) and (2):

$$\psi_1=-\frac v\Delta,\qquad \psi_2=-\frac{w\psi_1}{\Delta}=\frac{vw}{\Delta^2}.$$

Therefore $E_2=-v^2/\Delta$, $E_3=w\psi_1^2=v^2w/\Delta^2$, $N=v^2/\Delta^2$ and $S=-v^2w/\Delta^3$. The formulas give

$$E_4=-\frac{v^2w^2}{\Delta^3}+\frac{v^4}{\Delta^3},\qquad
E_5=\frac{v^2w^3}{\Delta^4}-\frac{2v^4w}{\Delta^4}-\frac{v^4w}{\Delta^4}.$$

For comparison, put $a=\Delta+\lambda w$. The lower eigenvalue is

$$E(\lambda)=\frac a2-\frac12\sqrt{a^2+4\lambda^2v^2}
=-\frac{\lambda^2v^2}{a}+\frac{\lambda^4v^4}{a^3}+O(\lambda^6).$$

Expanding $1/a$ in the first term contributes $-v^2w^2/\Delta^3$ at order four and $+v^2w^3/\Delta^4$ at order five. In the second term, $a^{-3}=\Delta^{-3}(1-3\lambda w/\Delta+\dots)$ contributes $v^4/\Delta^3$ and $-3v^4w/\Delta^4$. Both orders agree with the formulas. In this model $E_4$ is positive for $|v|>|w|>0$ and negative for $0<|v|<|w|$.

For $v\neq0$ the square root has branch points where $\Delta+\lambda w=\pm2i\lambda v$, that is, at $|\lambda|=\Delta/\sqrt{w^2+4v^2}$. This is the radius of convergence. It shrinks in proportion to the gap $\Delta$ when $v$ and $w$ are held fixed.

## Part (e): a five-level matrix

**Question.** Let $H_0=\mathrm{diag}(0,1,2,4,5)$ hartree and

$$V=\begin{pmatrix}
0.2&0.5&-0.3&0.4&0.1\\
0.5&-0.1&0.2&0.3&-0.2\\
-0.3&0.2&0.4&-0.1&0.3\\
0.4&0.3&-0.1&0.1&0.2\\
0.1&-0.2&0.3&0.2&-0.3
\end{pmatrix}\text{ hartree}.$$

Find $E_1$ to $E_5$ for the lowest level by hand.

**Model answer.** Number the components from 0. Then $E_1=V_{00}=0.2$ hartree, and the diagonal of $W$ is $(0,-0.3,0.2,-0.1,-0.5)$ hartree. Equation (1) divides each $-V_{k0}$ by the level energy:

$$\psi_1=(0,\,-0.5,\,0.15,\,-0.1,\,-0.02).$$

Multiplication by $W$ gives

$$W\psi_1=(-0.337,\,0.154,\,-0.066,\,-0.159,\,0.135)\text{ hartree}.$$

For instance, component 1 is $(-0.3)(-0.5)+(0.2)(0.15)+(0.3)(-0.1)+(-0.2)(-0.02)=0.154$. Component 0 is $\langle\psi_0|W|\psi_1\rangle=E_2=-0.337$ hartree. Dividing the other components by $-1,-2,-4,-5$, as (2) requires, yields

$$\psi_2=(0,\,-0.154,\,0.033,\,0.03975,\,-0.027),$$

$$W\psi_2=(-0.0737,\,0.070125,\,-0.036275,\,-0.058875,\,0.06215)\text{ hartree}.$$

The overlaps are

$$N=0.25+0.0225+0.01+0.0004=0.2829,$$

$$S=0.077+0.00495-0.003975+0.00054=0.078515 .$$

The third-order energy is

$$E_3=\psi_1\cdot W\psi_1=-0.077-0.0099+0.0159-0.0027=-0.0737\text{ hartree}.$$

It equals component 0 of $W\psi_2$, as $E_3=\langle\psi_0|W|\psi_2\rangle$ demands. This is a useful but partial check of $\psi_2$: it tests only one combination of the components, so errors that cancel in that combination would go unnoticed. At fourth order, $\psi_2\cdot W\psi_1=-0.03585925$ hartree, so

$$E_4=-0.03585925+(0.337)(0.2829)=-0.03585925+0.0953373=0.05947805\text{ hartree}.$$

The positive normalization term outweighs the negative one; without it even the sign would be wrong. At fifth order, $\psi_2\cdot W\psi_2=-0.01601466$ hartree, and

$$\begin{aligned}
E_5&=-0.01601466+2(0.337)(0.078515)+(0.0737)(0.2829)\\
&=-0.01601466+0.05291911+0.02084973=0.05775418\text{ hartree}.
\end{aligned}$$

## Part (f): comparison with numerical derivatives

**Question.** Give central-difference formulas for $E_4$ and $E_5$ with their leading errors. Explain why high precision is needed, and compare with part (e).

**Model answer.** Write $e_m=E(mh)$ and take

$$E_4\approx\frac{e_2-4e_1+6e_0-4e_{-1}+e_{-2}}{24h^4},$$

$$E_5\approx\frac{e_3-4e_2+5e_1-5e_{-1}+4e_{-2}-e_{-3}}{240h^5}.$$

Insert the Taylor series. In the first numerator odd orders cancel, and an even order $n\ge2$ enters with weight $2\cdot2^n-8$, which is $0,24,120$ for $n=2,4,6$. The constant has weight $2-8+6=0$. In the second, even orders cancel and an odd order has weight $2(3^n-4\cdot2^n+5)$, which is $0,0,240,3360$ for $n=1,3,5,7$. The leading errors are therefore $5h^2E_6$ and $14h^2E_7$.

An error $\varepsilon$ in the eigenvalues is magnified to order $\varepsilon/h^5$ in $E_5$. The weights in the numerator add up to 20 in magnitude, so this error is at most $20\varepsilon/(240h^5)=\varepsilon/(12h^5)$. With $\varepsilon\sim10^{-16}$ hartree and $|E_7|$ of one hartree, the sum $14h^2+\varepsilon/(12h^5)$ is smallest at $h^7=5\varepsilon/336$, that is $h\approx0.003$, where it is of order $10^{-4}$ hartree. Diagonalization with 100 digits permits $h=10^{-10}$ instead.

With that step the differences reproduce $E_4=0.05947805$ and $E_5=0.05775418$ hartree. The deviations from the formulas are $4.33\times10^{-22}$ and $5.94\times10^{-21}$ hartree. They are truncation errors: a test at larger steps confirms that they fall by a factor of 100 when $h$ falls by 10. The error terms above then give $|E_6|\approx0.0087$ and $|E_7|\approx0.042$ hartree.

The eigenvalue at finite coupling is a further check. At $\lambda=0.1$ it is $0.0165628123$ hartree. It differs from the sum through third order by $6.5\times10^{-6}$ hartree, and from the sum through fifth order by $-1.3\times10^{-8}$ hartree. The estimates of $E_6$ and $E_7$, both taken negative, account for this last value: $-0.0087\times10^{-6}-0.042\times10^{-7}\approx-1.3\times10^{-8}$ hartree.

A real matrix cannot show whether the conjugations are right. The comparison was therefore repeated for the middle level with the imaginary part $(k-j)(1+j+k)/40$ hartree added to $V_{jk}$. Here $S=-0.0404+0.0072i$, and $D$ has eigenvalues of both signs. Formula and differences agree again, at $E_4=0.035902$ and $E_5=-0.021484$ hartree. The numerical output gives more digits.

## Part (g): an inexact second-order vector

**Question.** Suppose $\psi_1$ is known exactly, but $\psi_2$ is replaced by $\phi=\psi_2+\delta$ with $\langle\psi_0|\delta\rangle=0$. Show that

$$F[\phi]=\langle\phi|D|\phi\rangle+2\,\mathrm{Re}\langle\phi|W|\psi_1\rangle-E_2N$$

gives $E_4$ with an error of second order in $\delta$. Compare it with the boxed formulas for $\delta=0.01$ in component 1 of the five-level example.

**Model answer.** By (5), $F[\psi_2]=\langle\psi_2|D|\psi_2\rangle-2\langle\psi_2|D|\psi_2\rangle-E_2N=E_4$. Expanding about $\psi_2$,

$$F[\psi_2+\delta]=E_4+2\,\mathrm{Re}\langle\delta|D\psi_2+W\psi_1\rangle+\langle\delta|D|\delta\rangle .$$

By (2) the vector in the middle term is $E_2\psi_0$, which is orthogonal to $\delta$. The error is thus $\langle\delta|D|\delta\rangle$. For a ground state it is not negative, so $F$ is an upper bound to $E_4$. For an excited state $D$ can be negative on $\delta$, and the bound is lost.

In the example the three errors are as follows.

- For $F$: $(1)(0.01)^2=0.0001$ hartree, or 0.17% of $E_4$.
- For the boxed $E_4$: $\langle\psi_1|W|\delta\rangle=(0.154)(0.01)=0.00154$ hartree, or 2.6% of $E_4$.
- For the boxed $E_5$: $2(0.070125)(0.01)-0.3(0.01)^2-2(-0.337)(-0.5)(0.01)$, where the terms come from $W\psi_2$, $W_{11}$ and $S$. The sum is $-0.0020$ hartree, or 3.5% of $E_5$ in magnitude.

Halving $\delta$ divides these errors by 4, 2 and 2.015. The last ratio is not 2 because of the small quadratic term. For a small $\delta$ in a fixed direction with $\langle\psi_1|W|\delta\rangle\neq0$, $F$ is therefore the better expression for $E_4$. How small can be read off for a shift $t$ of a single component $k$ when $D$ is diagonal. By (2) the component $k$ of $W\psi_1$ is $-D_{kk}\psi_{2,k}$, so the errors have magnitudes $|D_{kk}|t^2$ for $F$ and $|D_{kk}||\psi_{2,k}||t|$ for the boxed formula. Hence $F$ is the better one only while $|t|<|\psi_{2,k}|$. In the example a shift of $0.05$ in component 2 gives errors of $0.005$ hartree for $F$ and $0.0033$ hartree for the boxed formula. The advantage depends on how $\phi$ was obtained. By the adjoint of (2), the error of the boxed formula is $\langle\psi_1|W|\delta\rangle=-\langle\psi_2|D|\delta\rangle=-\langle\phi|D|\delta\rangle+\langle\delta|D|\delta\rangle$. If the residual $D\delta$ of equation (2) is orthogonal to $\phi$, as when (2) is solved exactly within a subspace, the first term vanishes and the boxed formula gives the same value as $F$.

## Part (h): the role of the normalization

**Question.** A code returns the second-order coefficient of the unit-normalized eigenvector, with its phase chosen so that $\langle\psi_0|\psi\rangle>0$. What happens if it is put into the boxed formula for $E_4$?

**Model answer.** In intermediate normalization $\langle\psi|\psi\rangle=1+\lambda^2N+O(\lambda^3)$; there is no linear term because $\langle\psi_0|\psi_1\rangle=0$. Dividing $\psi$ by the square root of this norm multiplies it by $1-\tfrac12\lambda^2N+O(\lambda^3)$. Hence $\psi_1$ is unchanged, while

$$\tilde\psi_2=\psi_2-\tfrac12N\psi_0 .$$

The formula then acquires the error

$$-\tfrac12N\langle\psi_1|W|\psi_0\rangle=-\tfrac12NE_2 ,$$

since $\langle\psi_1|W|\psi_0\rangle=E_2^*=E_2$. In the example this is $\tfrac12(0.2829)(0.337)=0.0477$ hartree. The formula returns $0.1071$ instead of $0.0595$ hartree, which is 80% too large. The eigenvalue itself does not depend on how the eigenvector is scaled; the fault lies in mixing two conventions. The cure is to remove the $\psi_0$ component from $\tilde\psi_2$ before using it.

## Table of computed values

```
H0 levels (hartree): ['0.0', '1.0', '2.0', '4.0', '5.0']
V row 0 (hartree): ['0.2', '0.5', '-0.3', '0.4', '0.1']
V row 1 (hartree): ['0.5', '-0.1', '0.2', '0.3', '-0.2']
V row 2 (hartree): ['-0.3', '0.2', '0.4', '-0.1', '0.3']
V row 3 (hartree): ['0.4', '0.3', '-0.1', '0.1', '0.2']
V row 4 (hartree): ['0.1', '-0.2', '0.3', '0.2', '-0.3']
psi1 components: ['0.0', '-0.5', '0.15', '-0.1', '-0.02']
psi2 components: ['0.0', '-0.154', '0.033', '0.03975', '-0.027']
W psi1 (hartree): ['-0.337', '0.154', '-0.066', '-0.159', '0.135']
W psi2 (hartree): ['-0.0737', '0.070125', '-0.036275', '-0.058875', '0.06215']
<psi1|psi1> = 0.2829 
<psi1|psi2> = 0.078515 
E1 = 0.2 hartree
E2 = -0.337 hartree
E3 = -0.0737 hartree
E4 term <psi1|W|psi2> = -0.03585925 hartree
E4 term -E2<psi1|psi1> = 0.0953373 hartree
E4 from formula = 0.05947805 hartree
E4 from eigenvalue differences = 0.05947805 hartree
E5 term <psi2|W|psi2> = -0.01601465625 hartree
E5 term -2 E2 <psi1|psi2> = 0.05291911 hartree
E5 term -E3<psi1|psi1> = 0.02084973 hartree
E5 from formula = 0.05775418375 hartree
E5 from eigenvalue differences = 0.05775418375 hartree
difference step h = 1.0e-10 
|formula - differences|, E4 = 4.33e-22 hartree
|formula - differences|, E5 = 5.94e-21 hartree
E4 error ratio, h = 1e-4 over 1e-5 = 100.0 
E5 error ratio, h = 1e-4 over 1e-5 = 100.0 
E4 formula fed with unit-normalized psi2 = 0.1071467 hartree
shift delta of psi2 component 1 = 0.01 
error of variational E4 = 0.0001 hartree
error of short E4 formula = 0.00154 hartree
error of E5 formula = -0.0019975 hartree
error ratios, delta over delta/2 (variational E4, short E4, E5): ['4.0', '2.0', '2.0151']
coupling lam = 0.1 
eigenvalue at lam = 0.0165628123407 hartree
eigenvalue minus sum through order 3 = 6.5123e-6 hartree
eigenvalue minus sum through order 5 = -1.3006e-8 hartree
order-5 remainder ratio on halving small lam = 64.0157 
complex V, middle level: E4 formula = 0.035902083333333 hartree
complex V, middle level: E4 differences = 0.035902083333333 hartree
complex V, middle level: E5 formula = -0.021483864776235 hartree
complex V, middle level: E5 differences = -0.021483864776235 hartree
complex V, middle level: <psi1|psi2> = (-0.040396991 + 0.0071666667j)
```
